\section*{Late-Time Nucleus Count and Incubation Delay from Kashchiev's Transient Nucleation Rate}

\section{The form fixed by dimensions}

An amorphous film is brought to its anneal temperature at time $t=0$. Crystalline nuclei then begin to appear at a rate $I(t)$ per unit volume, which rises from zero to a steady value $I_s$. Let $N(t)$ be the number per unit volume formed since $t=0$. If the rise is governed by one time constant $\tau$, the quantity $N/I_s$ is a time that can depend on $t$ and $\tau$ alone. Therefore
\begin{equation}
N(t)=I_s\tau\,F(x),\qquad x=\frac{t}{\tau},\qquad
F(x)=\int_0^x g(y)\,dy,\qquad g=\frac{I}{I_s}.
\label{eq:scaling}
\end{equation}
Writing $g=1-(1-g)$ gives $F(x)=x-\int_0^x(1-g)\,dy$. If the deficit $1-g$ has a finite integral $C$ over all times, then $F(x)\to x-C$. The late count must thus have the form $I_s(t-C\tau)$, with $C$ a pure number. Dimensions cannot supply $C$; the shape of the transient does.

\section{Assumptions and theorem}

The temperature is constant for $t>0$, so $I_s$ and $\tau$ are constants. No clusters near the critical size exist at $t=0$. The untransformed volume is not appreciably consumed. A nucleus is counted when it crosses the critical size, at which growth and shrinkage balance; crossings back are subtracted. Kashchiev's rate is
\begin{equation}
I(t)=I_s\left[1+2\sum_{n=1}^{\infty}(-1)^n e^{-n^2t/\tau}\right],\qquad t>0 .
\label{eq:rate}
\end{equation}

\emph{Theorem.} Under these assumptions, for every $t>0$,
\begin{equation}
N(t)=I_s\left[t-\frac{\pi^2\tau}{6}+R(t)\right],\qquad
0<R(t)<2\tau e^{-t/\tau}.
\label{eq:theorem}
\end{equation}
Hence $N(t)-I_s(t-\theta)\to0$ at late times, with apparent incubation delay
\begin{equation}
\theta=\frac{\pi^2\tau}{6}.
\label{eq:delay}
\end{equation}

The prefactor is the steady rate $I_s$, not the momentary rate $I(t)$. The delay is where the late straight line, extended backwards, meets the time axis. Since $R>0$, the true count lies above that line, and nuclei are already present at $t=\theta$.

\section{Lemma 1: where the rate comes from}

\emph{Statement.} If the top of the nucleation barrier is replaced by a flat slab in cluster-size space, the flux at its middle has the form (\ref{eq:rate}).

\emph{Proof.} Let $u$ be the cluster population divided by its equilibrium value $c_{\rm eq}$, and let $z$ be the size measured from the left edge of a slab of width $L$. Over the slab, $c_{\rm eq}$ and the attachment frequency $D$ are taken as constant. The flux is $J=-Dc_{\rm eq}\,\partial u/\partial z$, and conservation of clusters gives
\begin{equation}
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial z^2},\qquad
u(0,t)=1,\quad u(L,t)=0,\quad u(z,0)=0 .
\end{equation}
Small clusters are in equilibrium, so $u=1$ on the left. Clusters well past the barrier are removed by growth, so $u=0$ on the right.

The steady solution is $u_s=1-z/L$, with flux $J_s=Dc_{\rm eq}/L$. The difference $u_s-u$ vanishes at both ends and is a sum of sine modes:
\begin{equation}
u=1-\frac zL-\sum_{n=1}^{\infty}b_n\sin(k_nz)\,e^{-k_n^2Dt},\qquad k_n=\frac{n\pi}{L}.
\end{equation}
At $t=0$ the sum must equal $1-z/L$. Projection on each sine, followed by one integration by parts, gives
\begin{align}
b_n&=\frac2L\int_0^L\left(1-\frac zL\right)\sin(k_nz)\,dz\nonumber\\
&=\frac2L\left[\frac1{k_n}-\frac{1}{k_nL}\int_0^L\cos(k_nz)\,dz\right]
=\frac{2}{n\pi},
\end{align}
because the cosine integrates to zero. Differentiating $u$ and dividing the flux by $J_s$,
\begin{equation}
\frac{J(z,t)}{J_s}=-L\frac{\partial u}{\partial z}
=1+2\sum_{n=1}^{\infty}\cos\left(\frac{n\pi z}{L}\right)e^{-n^2\pi^2Dt/L^2}.
\end{equation}
At $z=L/2$ the cosine is zero for odd $n$ and equals $(-1)^m$ for $n=2m$. The surviving exponents are $-4m^2\pi^2Dt/L^2$, so the result is (\ref{eq:rate}) with
\begin{equation}
\tau=\frac{L^2}{4\pi^2D}.
\end{equation}
This completes the proof.

The alternating sign thus records that the flux is taken at the middle of the slab. The choice of $L$ for a curved barrier is a further approximation. Below, $\tau$ is a parameter of the rate law, and the theorem does not depend on how it was estimated.

\section{Lemma 2: the start of the transient}

\emph{Statement.} For $x>0$, $0<g(x)<1$, and $g(x)\to0$ as $x\to0$.

\emph{Proof.} The series for $g$ is a sum over all integers, $g=\sum_n f(n)$, with $f(y)=e^{-xy^2+i\pi y}$. Poisson's formula replaces this sum by the sum of the Fourier integrals of $f$ at integer frequencies $k$. Completing the square gives
\begin{equation}
\int_{-\infty}^{\infty}e^{-xy^2+iqy}\,dy=\sqrt{\frac{\pi}{x}}\,e^{-q^2/4x},
\qquad q=\pi(1-2k).
\end{equation}
As $k$ runs over the integers, $q/\pi$ takes every odd value, positive and negative. Equal squares pair up, so
\begin{equation}
g(x)=2\sqrt{\frac{\pi}{x}}\sum_{m=0}^{\infty}
\exp\left[-\frac{(2m+1)^2\pi^2}{4x}\right].
\label{eq:early}
\end{equation}
Every term is positive, and the exponentials overwhelm $x^{-1/2}$ as $x\to0$. For the upper limit, (\ref{eq:rate}) gives $1-g=2(e^{-x}-e^{-4x}+e^{-9x}-\cdots)$. This alternating series has decreasing terms and a positive first term, so its sum is positive. This completes the proof.

The factor $e^{-\pi^2/4x}$ reflects the time needed to diffuse from the left edge to the middle of the slab. It also fixes the early count. Keep the term $m=0$ and write $a=\pi^2/4$. Since $y^{-1/2}e^{-a/y}=a^{-1}y^{3/2}\,d(e^{-a/y})/dy$, integration by parts gives
\begin{align}
F(x)&\simeq\frac{2\sqrt\pi}{a}\left[x^{3/2}e^{-a/x}
-\frac32\int_0^xy^{1/2}e^{-a/y}\,dy\right]\nonumber\\
&=\frac{8}{\pi^{3/2}}\,x^{3/2}e^{-\pi^2/4x}\,[1+O(x)].
\end{align}
The remaining integral is smaller than the first term by a factor of order $x$, as repeating the same step shows. For $t\ll\tau$ the count is therefore exponentially small but positive, whereas the late straight line would give a meaningless negative number.

\section{Proof of the theorem}

\emph{Integration.} Take $0<\epsilon<t$. For times $s\ge\epsilon$, each term of (\ref{eq:rate}) is bounded by $2e^{-n^2\epsilon/\tau}$, whose sum converges. The series may therefore be integrated term by term:
\begin{equation}
\int_\epsilon^t\frac{I(s)}{I_s}\,ds=t-\epsilon
+2\tau\sum_{n=1}^{\infty}\frac{(-1)^n}{n^2}
\left(e^{-n^2\epsilon/\tau}-e^{-n^2t/\tau}\right).
\end{equation}
The factor $\tau/n^2$ comes from integrating the exponential. Now let $\epsilon\to0$. On the left, Lemma 2 keeps the integrand between 0 and 1, so the omitted piece is smaller than $\epsilon$. On the right, the terms are bounded by $1/n^2$ uniformly in $\epsilon$, so the limit may be taken inside the sum:
\begin{equation}
\frac{N(t)}{I_s}=t+2\tau\sum_{n=1}^{\infty}\frac{(-1)^n}{n^2}
-2\tau\sum_{n=1}^{\infty}\frac{(-1)^n}{n^2}e^{-n^2t/\tau}.
\label{eq:count}
\end{equation}

\emph{The constant.} Expand $y^2$ on $-\pi\le y\le\pi$ in cosines. Its mean is $\pi^2/3$, and two integrations by parts give the other coefficients:
\begin{align}
\frac2\pi\int_0^\pi y^2\cos(ny)\,dy
&=-\frac{4}{\pi n}\int_0^\pi y\sin(ny)\,dy\nonumber\\
&=-\frac{4}{\pi n}\left[-\frac{\pi(-1)^n}{n}\right]=\frac{4(-1)^n}{n^2}.
\end{align}
The periodic extension of $y^2$ is continuous and the coefficients are absolutely summable, so the series equals the function at $y=0$:
\begin{equation}
0=\frac{\pi^2}{3}+4\sum_{n=1}^{\infty}\frac{(-1)^n}{n^2}
\quad\Longrightarrow\quad
\sum_{n=1}^{\infty}\frac{(-1)^n}{n^2}=-\frac{\pi^2}{12}.
\end{equation}
Multiplication by $2\tau$ gives $-\pi^2\tau/6$, the constant in (\ref{eq:theorem}).

\emph{The remainder.} What is left in (\ref{eq:count}) is
\begin{equation}
R(t)=2\tau\left(e^{-t/\tau}-\frac{e^{-4t/\tau}}4
+\frac{e^{-9t/\tau}}9-\cdots\right).
\end{equation}
The terms alternate and decrease strictly, so the sum lies strictly between zero and its first term. This proves both bounds and the theorem.

A finite-difference solution of the slab equation gives an independent value of the constant. A straight line fitted to its count between $10\tau$ and $12\tau$ meets the axis at $1.6445\tau$, against $\pi^2/6=1.6449$. The small deficit has the sign and size expected from the next remark.

\section{Remarks on reading the delay}

\emph{Lost time.} Equation (\ref{eq:scaling}) and the theorem together give
\begin{equation}
\theta=\int_0^\infty\left[1-\frac{I(t)}{I_s}\right]dt .
\label{eq:lost}
\end{equation}
The delay is the amount of steady nucleation time lost during the transient, not an interval in which nothing happens.

\emph{A tangent drawn too early.} Suppose the delay is read from the tangent to $N$ at a finite time. The tangent meets the axis at $t-N/I$. Put $q=e^{-x}$ and $w=x-\pi^2/6$. To first order in $q$, $F=w+2q$ and $g=1-2q$, so
\begin{equation}
\frac Fg=(w+2q)(1+2q)=w+2q(w+1),
\end{equation}
where terms in $q^2$ have been dropped. Since $t-N/I=\tau(x-F/g)$,
\begin{equation}
t-\frac NI\simeq\theta-2e^{-t/\tau}(t-\theta+\tau).
\label{eq:tangent}
\end{equation}
For the rate law (\ref{eq:rate}) the late tangent is too shallow and gives too short a delay. The sign is not general: left of the middle of the slab, the leading cosine is positive, the flux approaches its steady value from above, and the late tangent gives too long a delay. For a fit centred at $11\tau$ the expected deficit is about $0.00035\tau$, close to the $0.0004\tau$ found for the slab. Away from the middle the mode $n=1$ survives and decays with time constant $4\tau$, and the delay itself shifts, to $1.45\tau$ at $z=0.49L$ and $2.58\tau$ at $z=0.55L$; the constant $\pi^2/6$ and the bound on $R$ belong to the midpoint.

\emph{A film with memory.} Suppose that an earlier heat treatment leaves a fraction $\alpha$ of the steady population in the slab, $u(z,0)=\alpha u_s$, with $0\le\alpha\le1$. The diffusion equation is linear, so each mode of $u_s-u$ starts at $1-\alpha$ times its former amplitude. The rate deficit is reduced by the same factor, and (\ref{eq:lost}) gives
\begin{equation}
\theta_\alpha=(1-\alpha)\frac{\pi^2\tau}{6}.
\end{equation}
Crystallites already above the critical size act differently. If $N_0$ of them survive implantation and are included in the count, the late line becomes $I_s(t-\theta)+N_0$, and its intercept moves to $\theta-N_0/I_s$.

\section{Example: lateral epitaxy against random nucleation}

Consider a 100 nm silicon film on oxide, amorphized by implantation and annealed at 600~$^\circ$C. A crystalline seed at one edge drives a lateral epitaxial front into the film, while random nuclei form ahead of it. Rough typical parameters are $\tau=3600$ s, $I_s=10^9$ cm$^{-3}$\,s$^{-1}$ and a front speed of 0.5 nm/s. The delay is
\begin{equation}
\theta=1.6449\times3600\ {\rm s}=5922\ {\rm s}=1.645\ {\rm h}.
\end{equation}
Multiplying $I_s$ by the thickness, $10^{-5}$ cm, gives a steady areal rate of $10^4$ cm$^{-2}$\,s$^{-1}$. After 14400 s the straight line predicts
\begin{equation}
10^4\times(14400-5922)=8.48\times10^7\ {\rm cm^{-2}}.
\end{equation}
Here $t/\tau=4$, so the remainder is close to $7200\,e^{-4}=132$ s, which adds $0.13\times10^7$ cm$^{-2}$. The full count is $8.61\times10^7$ cm$^{-2}$, and the line is low by 1.5\% of it. The error falls below 1\% after about 15500 s, or $4.3\tau$. The tangent at 14400 s is less forgiving: it meets the axis at 5463 s, 8\% below the true delay. Equation (\ref{eq:tangent}) gives 5479 s, the difference being due to the dropped terms in $q^2$.

During the delay the front travels $0.5\times5922=2961$ nm, about 3~$\mu$m. It does not travel through a nucleus-free film. At $t=\theta$ the rate is already 62\% of steady, and the count is $1.39\times10^7$ cm$^{-2}$. The inverse square root of that density is $2.7\ \mu$m, comparable with the distance travelled. If the film may hold no more than one nucleus per $10\times10\ \mu$m$^2$, or $10^6$ cm$^{-2}$, the model allows only 2760 s and 1.4~$\mu$m of travel. Within this model, a design that needs few random grains must use the early count, not the apparent delay.

\section{Where the model gives way}

\emph{The barrier and the counting size.} The slab can be compared with a discrete chain in which clusters gain or lose one atom. Its cluster energy is a bulk gain of 0.10 eV per atom opposed by a surface cost proportional to $n^{2/3}$, where $n$ is now the number of atoms. The surface cost is set so that the critical size is 40 atoms. Attachment is proportional to $n^{2/3}$, detachment follows from detailed balance, monomers are held fixed, and no larger clusters are present at first. These energy parameters are rough.

When the slab series is given the same delay as the chain, the two late lines coincide but the transients differ. At half the delay the chain has 4.4\% of its steady rate, against 19.5\% for the series; at the delay the values are 58\% and 62\%. The largest gap between the counts, over six delays, is 8.5\% of $I_s\theta$. These chain values refer to crossings from 40 to 41 atoms and are sensitive to that choice: counting one atom lower or higher, with the delay matched again, gives 3.0\% or 5.7\% at half the delay, 54\% or 60\% at the delay, and a largest gap of 11\% or 7\%. For crossings from 40 to 41 the chain's flux overshoots its steady value by about 0.1\%, so its late tangent gives a slightly too long delay. The late lines agree only because the delays were matched. Even then the early count depends on the barrier model: with the same delay of 5922 s, the chain reaches $10^6$ cm$^{-2}$ only after about 3800 s (4000 s or 3700 s if counted one atom lower or higher), against the 2760 s found above.

The counting size also matters. Let $\theta_n$ be the delay for net crossings from $n$ to $n+1$, and $c_s(n)$ the steady population. Clusters that have crossed $n_1$ but not $n_2$ are stored between these sizes. At late times both counts rise at the steady flux $J_s$, and their difference is the stored population:
\begin{equation}
J_s(t-\theta_{n_1})-J_s(t-\theta_{n_2})=\sum_{n=n_1+1}^{n_2}c_s(n).
\end{equation}
Cancelling $J_st$ and dividing by $J_s$,
\begin{equation}
\theta_{n_2}-\theta_{n_1}=\frac1{J_s}\sum_{n=n_1+1}^{n_2}c_s(n)>0 .
\end{equation}
In this chain the delay at 80 atoms is 2.7 times that at 40 atoms. A delay measured on larger grains cannot simply be inserted in (\ref{eq:delay}) to obtain the $\tau$ of the critical-size flux.

\emph{The real film.} The chosen values are meant for undoped silicon near 600~$^\circ$C, where incubation takes roughly hours and lateral epitaxy reaches roughly a few micrometres before random grains stop it; the model's numbers are of that size because $\tau$ and the front speed were chosen accordingly, so this is not a test of the model. Real lateral fronts can form slow facets, which breaks the assumption of constant speed. At a fixed nucleation history the travel scales with the mean speed, so halving that speed halves the 3~$\mu$m. Nucleation at the film's interfaces would add to the areal rate.

Temperature is a sensitive input. With a rough activation energy of 2.7 eV for $1/\tau$, an anneal 5 K colder lengthens the delay from 5922 to 7281 s, or by 23\%. The steady rate $I_s$ also changes with temperature, through the nucleation barrier as well as the kinetics; that change, which affects the count but not the delay, is not included here. A furnace ramp of 10 K/min contributes the equivalent of about 138 s at full temperature if the transient kinetics share that activation energy and the change of the equilibrium cluster populations with temperature is neglected. Growth to a visible radius of 10 nm at a rough constant speed of 0.03 nm/s adds 333 s. That estimate omits the slow drift just above the critical size. If the chain's clock is set so that its delay is 5922 s, the ratio 2.7 found above means that the drift from 40 to 80 atoms alone takes about 10300 s. The same clock, with 0.02 nm$^3$ per atom and spherical grains, gives large grains a speed of only about $7\times10^{-5}$ nm/s, far below the assumed 0.03 nm/s. The chain with these rough energies thus cannot describe both the delay and the growth of this film, and the true size of the omitted drift remains open.

Growing grains also remove amorphous area. If each is treated as a disc through the full film from birth, which overstates its early volume, the sum of disc areas after 14400 s is 8.3\% of the film area, overlaps included. The accumulated count is then lower by 2.3\% than without this loss. Surviving crystallites at $5.92\times10^6$ cm$^{-2}$ would shorten the apparent delay by 10\%, since this density divided by the areal rate is 592 s. The quoted digits therefore describe the model; for a real film the delay is known no better than its temperature, initial state and counting size. Most of the computed values are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Delay / tau, formula: 1.644934
Delay / tau, finite-difference slab: 1.64454
Delay / tau, lost-rate integral: 1.644934
Anneal temperature: 873.15 K
Time constant tau: 3600 s
Steady volume rate: 1.0e+09 cm^-3 s^-1
Film thickness: 100 nm
Steady areal rate: 1.0e+04 cm^-2 s^-1
Lateral front speed: 0.50 nm/s
Random-grain growth speed: 0.03 nm/s
Apparent delay: 5922 s = 1.645 h
Anneal time: 14400 s
Full count at end: 8.6101e+07 cm^-2
Straight-line count at end: 8.4782e+07 cm^-2
Line error at end: 1.53 %
Line within 1 % after: 15511 s
Rate / steady rate at end: 0.9634
Tangent intercept at end: 5463 s
Rate / steady rate at delay: 0.6167
Count at delay: 1.387e+07 cm^-2
Front travel during delay: 2961 nm
Chosen low nucleus density: 1.0e+06 cm^-2
Time to chosen density: 2760 s
Front travel to that time: 1380 nm
Activation energy of kinetics: 2.7 eV
Delay if 5 K colder: 7281 s
Delay change if colder: 23.0 %
Furnace ramp rate: 10 K/min
Ramp-equivalent anneal time: 138 s
Visible grain radius: 10 nm
Added time to visible radius: 333 s
Extended grain area fraction at end: 0.0831
Count lost to grain coverage: 2.33 %
Survivors cutting delay by 10 %: 5.92e+06 cm^-2
Chain driving energy: 0.10 eV/atom
Chain critical size: 40 atoms
Chain barrier above monomer: 1.587 eV
Chain rate / steady at half delay: 0.0440
Series rate / steady at half delay: 0.1946
Chain rate / steady at delay: 0.5816
Largest count gap / (I_s delay): 8.48 %
Chain delay ratio, size 80 to 40: 2.739
\end{verbatim}
